# First-Order Intervalley Phonon Scattering Between Isotropic Parabolic Valleys, part 1

(Sections cited here and not found follow in the second part.)

## From the forbidden coupling to the golden rule

Suppose that an intervalley phonon is forbidden by symmetry at the valley minima, and that its scattering is nevertheless described by a constant coupling, fitted at one electron energy. The rate then follows the density of final states alone, and it fails at other energies. For a phonon of 18 meV, raising the electron's kinetic energy from 0.05 to 0.20 eV multiplies the final density of states for emission by 2.4. The rate derived below rises by a factor of 11.1. A constant coupling fitted at the lower energy would therefore be too small by a factor of 4.7 in the rate at the upper one. The missing factor is the sum of the initial and final kinetic energies.

Consider an initial valley with its minimum at crystal wavevector $\mathbf K_i$ and a final valley with its minimum at $\mathbf K_f$. The electron's wavevector is $\mathbf K_i+\mathbf k$ before the collision and $\mathbf K_f+\mathbf k'$ after it. Thus $\mathbf k$ and $\mathbf k'$ are each measured from their own minimum. Both valleys are first taken to be isotropic and parabolic, with the same effective mass $m$ and the same minimum energy:

$$
E=\frac{\hbar^2k^2}{2m},\qquad E'=\frac{\hbar^2k'^2}{2m}.
$$

The phonon has energy $\hbar\omega$, which is held fixed as its wavevector varies slightly. Energy conservation gives

$$
E'=E-\hbar\omega\quad\text{(emission)},\qquad
E'=E+\hbar\omega\quad\text{(absorption)}.
$$

Emission requires $E>\hbar\omega$. If the final minimum lay higher by an energy $\Delta$, the kinetic energy $E'$ would be lower by $\Delta$ in both cases.

The electron's crystal wavevector changes by

$$
(\mathbf K_f+\mathbf k')-(\mathbf K_i+\mathbf k)
=\mathbf q_0+\boldsymbol\delta,
\qquad
\mathbf q_0=\mathbf K_f-\mathbf K_i,\qquad
\boldsymbol\delta=\mathbf k'-\mathbf k .
$$

In absorption the phonon supplies this wavevector, up to a reciprocal lattice vector. In emission the phonon carries away its negative. Both processes therefore involve the same Fourier component of the lattice displacement, the one at $\mathbf q_0+\boldsymbol\delta$. The large vector $\mathbf q_0$ joins the two minima, and the small vector $\boldsymbol\delta$ is the wavevector deviation.

Let $C$ be the electronic matrix element per unit displacement. It has the dimension of energy divided by length. I assume that near the minima it depends on the electron states through the transferred wavevector alone, so that it can be expanded as

$$
C(\mathbf q_0+\boldsymbol\delta)=C_0+\mathbf d\cdot\boldsymbol\delta+\cdots .
$$

This assumption restricts the model. In general the linear term is $\mathbf a\cdot\mathbf k+\mathbf b\cdot\mathbf k'$ with two separate vectors, and it depends on $\boldsymbol\delta$ alone only if $\mathbf b=-\mathbf a$. The vector $\mathbf d$ has components with the dimension of energy. The term $C_0$ gives zeroth-order scattering and the next term gives first-order scattering. These names count powers of the wavevector deviation. Both rates are calculated to the lowest order in the electron-phonon interaction.

Symmetry can remove $C_0$ while leaving $\mathbf d$. Take a reflection $R$ that maps each valley minimum to itself, up to a reciprocal lattice vector. Suppose that the product of the two electron states and the phonon displacement changes sign under it. Since the Hamiltonian is unchanged by the reflection, the coupling must satisfy

$$
C(\mathbf q_0+R\boldsymbol\delta)=-C(\mathbf q_0+\boldsymbol\delta).
$$

At $\boldsymbol\delta=0$ this reads $C_0=-C_0$, and hence $C_0=0$. The linear term must obey $\mathbf d\cdot R\boldsymbol\delta=-\mathbf d\cdot\boldsymbol\delta$ for every $\boldsymbol\delta$, which a vector $\mathbf d$ normal to the mirror plane does. The rule that forbids the transition between the minima thus permits it when the wavevector deviation has a component normal to the mirror plane. For a deviation within the plane the coupling remains zero.

One vector $\mathbf d$ singles out a direction in the crystal. The isotropic model replaces it by a squared coupling that depends only on the length of the deviation:

$$
|C|^2=D_1^2|\boldsymbol\delta|^2=D_1^2|\mathbf k'-\mathbf k|^2 .
$$

The constant $D_1$ is an energy. This form can be realized by three phonon modes of equal frequency whose coupling vectors are perpendicular and each of length $D_1$. A quantum emitted into one mode leaves the lattice in a different state from a quantum emitted into another, so the three probabilities add without interference:

$$
(D_1\delta_x)^2+(D_1\delta_y)^2+(D_1\delta_z)^2=D_1^2|\boldsymbol\delta|^2 .
$$

For a given crystal the isotropic form is a modelling assumption. The case of a single vector is worked out later.

The lattice displacement must now be quantized with the correct normalization. Let the crystal have volume $V$, mass density $\rho$ and total mass $M=\rho V$. For one branch with a real polarization direction, write the displacement at lattice point $\mathbf R$ as

$$
u(\mathbf R)=\sum_{\mathbf q}U_{\mathbf q}e^{i\mathbf q\cdot\mathbf R},
\qquad U_{-\mathbf q}=U_{\mathbf q}^{\dagger}.
$$

The second relation makes the displacement real. When the squared velocity is summed over all lattice points, the exponentials cancel unless their wavevectors are opposite. The kinetic energy becomes

$$
\frac M2\sum_{\mathbf q}\dot U_{\mathbf q}^{\dagger}\dot U_{\mathbf q},
$$

and the harmonic potential energy is the same sum with $\omega_{\mathbf q}^2U_{\mathbf q}^{\dagger}U_{\mathbf q}$ in place of the squared velocity. For a pair $\mathbf q$ and $-\mathbf q$ that are distinct, put $U_{\mathbf q}=(X+iY)/\sqrt2$ with $X$ and $Y$ real coordinates. The pair contributes two equal terms to the sum, so its kinetic energy is

$$
\frac M2\,2|\dot U_{\mathbf q}|^2=\frac M2(\dot X^2+\dot Y^2).
$$

Thus $X$ and $Y$ are two ordinary oscillators, each of mass $M$ and frequency $\omega$. With ladder operators $a_X$ and $a_Y$, which lower the respective quantum number by one, the coordinates are

$$
X=\sqrt{\frac{\hbar}{2M\omega}}\,(a_X+a_X^\dagger),\qquad
Y=\sqrt{\frac{\hbar}{2M\omega}}\,(a_Y+a_Y^\dagger).
$$

The running-wave operators are the combinations

$$
b_{\mathbf q}=\frac{a_X+ia_Y}{\sqrt2},\qquad
b_{-\mathbf q}=\frac{a_X-ia_Y}{\sqrt2}.
$$

They are independent oscillator operators. Indeed $[b_{\mathbf q},b_{\mathbf q}^\dagger]=(1+1)/2=1$, while $[b_{\mathbf q},b_{-\mathbf q}^\dagger]=(1+i^2)/2=0$. Since $b_{-\mathbf q}^\dagger=(a_X^\dagger+ia_Y^\dagger)/\sqrt2$, substitution in $U_{\mathbf q}$ gives

$$
U_{\mathbf q}=\sqrt{\frac{\hbar}{2\rho V\omega}}
\left(b_{\mathbf q}+b_{-\mathbf q}^{\dagger}\right).
$$

The first operator absorbs a phonon of wavevector $\mathbf q$. The second emits one of wavevector $-\mathbf q$, and the electron gains $\mathbf q$ in either case. For an oscillator holding $n$ quanta, the lowering operator has matrix element $\sqrt n$ and the raising operator has $\sqrt{n+1}$. The squared matrix element of the interaction is therefore

$$
|M_{\mathbf k'\mathbf k}|^2
=D_1^2|\mathbf k'-\mathbf k|^2\frac{\hbar N_\pm}{2\rho V\omega},
\qquad N_+=n+1,\quad N_-=n .
$$

The upper sign denotes emission and the lower sign absorption. For a crystal with several atoms per cell, the polarization normalization is a convention that affects the numerical value of $D_1$. Here a displacement of unit size carries the whole mass density $\rho$.

In thermal equilibrium the probability of $n$ quanta is proportional to $x^n$, where $x=\exp(-\hbar\omega/k_BT)$. Because $N_\pm$ is linear in $n$, the thermal average of the rate needs only the mean of $n$. From $\sum_n x^n=1/(1-x)$, the operation $x\,d/dx$ gives $\sum_n nx^n=x/(1-x)^2$. Their quotient is

$$
\bar n=\frac{x}{1-x}=\frac1{e^{\hbar\omega/k_BT}-1}.
$$

From here on $n$ denotes this mean. At 300 K and 18 meV it is 0.9938, so that emission carries about twice the phonon factor of absorption.

The transition rate follows from first-order time-dependent perturbation theory. Let $\Omega$ be the difference between final and initial total energy, phonon included, divided by $\hbar$. A state that is empty at time zero acquires the amplitude

$$
c(t)=-\frac{i}{\hbar}M_{\mathbf k'\mathbf k}\int_0^t e^{i\Omega s}\,ds
=-\frac{i}{\hbar}M_{\mathbf k'\mathbf k}\,
e^{i\Omega t/2}\,\frac{2\sin(\Omega t/2)}{\Omega}.
$$

Its squared modulus is

$$
|c(t)|^2=\frac{|M_{\mathbf k'\mathbf k}|^2}{\hbar^2}
\frac{4\sin^2(\Omega t/2)}{\Omega^2}.
$$

As $t$ grows, the last factor becomes a narrow peak at $\Omega=0$. Its area follows from the substitution $y=\Omega t/2$:

$$
\int_{-\infty}^{\infty}\frac{4\sin^2(\Omega t/2)}{\Omega^2}\,d\Omega
=2t\int_{-\infty}^{\infty}\frac{\sin^2y}{y^2}\,dy=2\pi t .
$$

When it multiplies a smooth function, the peak acts as $2\pi t\,\delta(\Omega)$. Since $\delta(\Omega)=\hbar\,\delta(\hbar\Omega)$, division by $t$ and summation over final states give the golden rule

$$
\Gamma=\frac{2\pi}{\hbar}\sum_{\mathbf k'}|M_{\mathbf k'\mathbf k}|^2
\,\delta(E_{\mathbf k'}-E'),
\qquad E_{\mathbf k'}=\frac{\hbar^2k'^2}{2m}.
$$

The time must be long enough for the peak to be narrow on the scale over which the density of states and the coupling vary. It must also be short compared with $1/\Gamma$, so that the initial state is hardly depleted. Both conditions can hold if the coupling is weak.

The rule was tested on a level whose evolution can be computed without perturbation theory. In units with $\hbar=1$, the level sat in the middle of 1201 others spaced by 0.01, with a coupling of 0.0126 to each. The decay rate of its survival probability between times 10 and 20 was 1.005 times the golden-rule value. The remaining half percent was not analysed.

It remains to count the final states. Periodic boundary conditions allow one wavevector per volume $(2\pi)^3/V$ of wavevector space. The interaction is taken not to flip the spin, so one spin direction is counted. For a large crystal the number of states per unit volume and energy in one valley is

$$
g(E')=\frac1V\sum_{\mathbf k'}\delta(E_{\mathbf k'}-E')
=\frac1{(2\pi)^3}\int_0^\infty4\pi k'^2\,
\delta(E_{\mathbf k'}-E')\,dk'.
$$

Change the variable to $\varepsilon=\hbar^2k'^2/2m$. Then $k'\,dk'=m\,d\varepsilon/\hbar^2$ and the remaining factor is $k'=\sqrt{2m\varepsilon}/\hbar$. The delta function sets $\varepsilon=E'$, and

$$
g(E')=\frac1{2\pi^2}\,\frac m{\hbar^2}\,\frac{\sqrt{2mE'}}{\hbar}
=\frac{m^{3/2}\sqrt{E'}}{\sqrt2\,\pi^2\hbar^3}.
$$

The square root expresses the growth of the final energy shell. A constant coupling would give a rate proportional to this function, with no other dependence on electron energy. The first-order coupling adds the weight $|\mathbf k'-\mathbf k|^2$, which varies over the shell and must be averaged there.

The squared matrix element, the golden rule and the density of final states are now established. What remains is to average $|\mathbf k'-\mathbf k|^2$ over the final energy shell, which gives the rate its sum of kinetic energies, and then to work out a numerical case and examine the limits of the model.
